# Zero modes, self-stress and redundant bonds in a low-k network, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the whole network at once

An organosilicate low-k dielectric can be pictured as silica in which some of the oxygen bridges between silicon atoms have been replaced by methyl groups. A methyl group ends a connection where an oxygen atom would have continued it. With fewer connections, groups of atoms may be able to move while every strong bond keeps its length and every stiff angle its size. Such motions are called floppy modes. The strong forces do not resist them, so their frequencies are set by whatever weak forces remain.

It is tempting to find their number by subtraction: count the ways in which the atoms can move, and take away one for each bond length or angle that must be kept. The subtraction goes wrong when some of the constraints repeat what others already enforce. A repeated constraint has been subtracted, yet it has stopped no motion. The question is how large the error is, and whether it can be recognised by some property of the network other than the repeated constraint itself. The answer is that each redundant constraint goes with a pattern of internal tension that the network can hold without any external load.

### Extensions and forces

Let the atoms have $F$ free displacement components in total, collected in a column $u$. In three dimensions each free atom contributes three. An atom that is held fixed contributes none. Let there be $B$ constraints, each of which fixes the distance between two atoms. Both chemical bonds and angles can be described in this way, since the angle between two bonds of given lengths, unless it is straight, is fixed to first order by the distance between their outer ends. All such constraints will be called bonds.

Bond $b$ joins atoms $i$ and $j$. Let $L$ be its length in the reference state and $n_b$ the unit vector from $i$ to $j$. After the displacement its length is $|L n_b+\Delta|$ with $\Delta=u_j-u_i$. Expanding the square root for $|\Delta|\ll L$,

$$
\sqrt{L^2+2L\,n_b\cdot\Delta+|\Delta|^2}=L+n_b\cdot\Delta+O(|\Delta|^2/L).
$$

To first order the extension is therefore

$$
e_b=n_b\cdot(u_j-u_i),\qquad\text{or, for all bonds together,}\qquad e=Cu .
$$

The compatibility matrix $C$ has $B$ rows and $F$ columns. Row $b$ holds $-n_b$ in the columns of atom $i$, $+n_b$ in those of atom $j$, and zeros elsewhere.

Now let bond $b$ carry a tension $t_b$, positive when the bond pulls its ends together. It exerts the force $+t_bn_b$ on atom $i$ and $-t_bn_b$ on atom $j$. These are the entries of row $b$ with the opposite sign, multiplied by $t_b$. Summing over bonds gives the force on every atom,

$$
f=-C^{T}t .
$$

The same matrix thus governs geometry and force balance. The work done by the bond forces in a small displacement is $f\cdot u=-t\cdot Cu=-t\cdot e$, as it should be for bonds that resist extension.

Two sets of vectors matter. A zero mode is a displacement with $Cu=0$: no bond changes length to first order. The number of independent zero modes is $N_0$. A state of self-stress is a set of tensions with $C^Tt=0$: the bonds pull and push, but the forces cancel on every free atom. The number of independent states of self-stress is $N_s$.

The zero modes include rigid motions of the whole body. A free body in three dimensions whose atoms do not all lie on one line has six: three translations and three rotations. A periodic cell of fixed shape has three, because a rotation displaces an atom and its periodic image by different amounts and is not a periodic displacement. Floppy modes are the zero modes left after the rigid motions have been set aside.

### The proof by rank and nullity

Choose a basis $z_1,\dots,z_{N_0}$ of the zero modes. Extend it by vectors $w_1,\dots,w_r$ to a basis of all displacements, so that

$$
r=F-N_0 .
$$

Any displacement is $u=\sum_k a_kz_k+\sum_k b_kw_k$, and since $Cz_k=0$,

$$
Cu=\sum_{k=1}^{r}b_k\,Cw_k .
$$

The $r$ vectors $Cw_k$ therefore span all the extensions that a displacement can produce. They are also independent. If $\sum_k b_kCw_k=0$, then $\sum_k b_kw_k$ is a zero mode and equals some combination $\sum_k a_kz_k$. Because the $z_k$ and $w_k$ together form a basis, every coefficient must vanish. The attainable extensions thus form a space of dimension $r$, the rank of $C$. This is the rank-nullity theorem for $C$.

Next consider the self-stresses. The column $C^Tt$ vanishes if and only if its product with every displacement vanishes:

$$
C^Tt=0\quad\Longleftrightarrow\quad u\cdot C^Tt=(Cu)\cdot t=0\ \text{ for every }u .
$$

A self-stress is thus a list of $B$ numbers perpendicular to every attainable extension. Take an orthonormal basis $q_1,\dots,q_r$ of the attainable extensions and complete it to an orthonormal basis $q_1,\dots,q_B$ of all lists of $B$ numbers. A list $t=\sum_k\tau_kq_k$ is perpendicular to the attainable extensions when $\tau_1=\dots=\tau_r=0$, and the other $B-r$ coefficients remain free. Hence

$$
N_s=B-r .
$$

Subtracting this from $N_0=F-r$ removes the rank:

$$
N_0-N_s=F-B .
$$

Solved for the zero modes, the result reads

$$
N_0=(F-B)+N_s .
$$

The rank $r$ is the number of independent constraints, and $N_s$ is the number that are redundant. The bare count $F-B$ is a lower bound on $N_0$, and it is reached when there is no self-stress.

The wording "redundant bonds permit extra floppy modes" needs care. Adding a bond adds a condition on $u$, and a further condition cannot enlarge the set of solutions. A redundant bond therefore creates no zero mode. What the formula says is that, among networks with the same $F$ and the same $B$, the one with more self-stresses has more zero modes. The extra modes are ones that a better placed bond would have removed.

### Two squares solved by hand

Six atoms in a plane form two squares that share a side. The lower row is 1, 2, 3 from left to right, and the upper row is 4, 5, 6. The seven sides are the bonds 12, 23, 45, 56, 14, 25 and 36. With displacement components $x_i$ and $y_i$, there are $F=12$ unknowns.

The horizontal sides require $x_1=x_2=x_3$ and $x_4=x_5=x_6$. Call these common values $X$ and $X'$. The vertical sides require $y_1=y_4$, $y_2=y_5$ and $y_3=y_6$. Call these $Y_1$, $Y_2$ and $Y_3$. Five numbers remain free.

A diagonal brace 15 lies along the direction $(1,1)$. Its length is unchanged if $(x_5-x_1)+(y_5-y_1)=0$, that is

$$
X'-X+Y_2-Y_1=0 .
$$

In the same way brace 26 in the right square requires

$$
X'-X+Y_3-Y_2=0 .
$$

With one brace in each square, two independent conditions act on five numbers. This leaves $N_0=3$, the rigid motions of a body in a plane. Here $B=9$ and $F-B=3$, so $N_s=0$.

Now move the second brace into the left square, as bond 24. It lies along $(-1,1)$, and its condition is $-(x_4-x_2)+(y_4-y_2)=0$, or

$$
-(X'-X)+Y_1-Y_2=0 .
$$

This is the condition of brace 15 multiplied by $-1$. It removes nothing further, and $N_0=4$. The number of bonds is still nine, so $N_s=4-3=1$. The additional zero mode changes $Y_3$ alone: atoms 3 and 6 move up together and the right square shears.

The self-stress can be written down. Let each side of the left square carry tension 1 and each of its diagonals tension $-\sqrt2$, a compression. On atom 1 the sides pull with $(1,0)$ and $(0,1)$, while the diagonal pushes with $-\sqrt2\,(1,1)/\sqrt2=(-1,-1)$. The sum is zero, and the other three corners follow by symmetry. The overbraced square can be tight against itself while its neighbour has no resistance to shear.

If instead bond 24 is added as a tenth bond to the frame with one brace in each square, the counts become $N_0=3$ and $N_s=1$. A self-stress has appeared and no floppy mode has. The extra mode in the second frame came from removing the brace of the right square.

### Zero modes as zero frequencies

Give each bond a positive spring constant $k_b$ and let the reference state be free of tension. With the spring constants on the diagonal of $K$, the energy to second order is

$$
E=\tfrac12\sum_bk_be_b^2=\tfrac12u^TC^TKCu .
$$

With the masses on the diagonal of $M$, the equation of motion is $M\ddot u=-C^TKCu$. Setting $u=M^{-1/2}v$ and multiplying from the left by $M^{-1/2}$ gives $\ddot v=-Dv$, where

$$
D=M^{-1/2}C^TKCM^{-1/2} .
$$

The eigenvalues of $D$ are the squared angular frequencies $\omega^2$. If $Dv=0$, then $0=v^TDv=\sum_bk_be_b^2$. Every term is non-negative and every $k_b$ is positive, so each extension vanishes and $u$ is a zero mode. Conversely, $Cu=0$ gives $Dv=0$. The number of zero frequencies is thus $N_0$, whatever the positive masses and spring constants are. Those values affect the frequencies that are not zero.

### A unit with one constraint too many

Consider a model of methylsilsesquioxane, the backbone of many organosilicate films. Each silicon atom is bonded to three bridging oxygen atoms and one methyl group, and the methyl group is treated as a single particle. A periodic cell holds 8 Si, 12 O and 8 methyl particles, so

$$
F=3\,(8+12+8)=84 .
$$

The silicon atom and its four neighbours form a unit. Its shape is held by four bond lengths and by the six distances between the neighbours, which fix the angles at silicon. That makes ten constraints per unit and $B=80$ for the cell. The bare count is $84-80=4$. After three translations, it would leave one floppy mode.

Ten distances are one too many for five particles. An isolated unit has 15 displacement components and six rigid motions, so at most $15-6=9$ constraints can be independent. At least one self-stress must exist, and it can be constructed. Place silicon at the origin and let $\hat e_1,\dots,\hat e_4$ be the four tetrahedral directions, whose sum is zero. The oxygen atoms sit at $d\hat e_1,d\hat e_2,d\hat e_3$ and the methyl particle at $c\,\hat e_4$. Assign the weights $\lambda=1/d$ to each oxygen, $\lambda=1/c$ to methyl and $\lambda=-(3/d+1/c)$ to silicon. Then

$$
\sum_j\lambda_j=0,\qquad \sum_j\lambda_jp_j=\hat e_1+\hat e_2+\hat e_3+\hat e_4=0,
$$

where $p_j$ are the positions. Let the bond between $i$ and $j$ carry a tension equal to $\lambda_i\lambda_j$ times its length. The force on particle $i$ is

$$
\sum_j\lambda_i\lambda_j(p_j-p_i)=\lambda_i\Big(\sum_j\lambda_jp_j-p_i\sum_j\lambda_j\Big)=0 .
$$

The distances between the neighbours are in tension and the four bonds to silicon are in compression, or the reverse if all signs are changed.

Neighbouring units share oxygen atoms but no constraints. Their eight self-stresses therefore involve different bonds and are independent, so $N_s\ge8$. The theorem then requires

$$
N_0\ge4+8=12 .
$$

At least nine floppy modes must exist, where the bare count suggested one.

## Second derivation: one bond at a time

A network has $F$ displacement components $u$ and $B$ distance constraints, called bonds. Their first-order extensions are $e=Cu$, and tensions $t$ put forces $f=-C^Tt$ on the atoms. There are $N_0$ independent zero modes, with $Cu=0$, and $N_s$ independent self-stresses, with $C^Tt=0$. The first derivation gave $N_0-N_s=F-B$. It also showed that $N_0$ is the number of zero frequencies of $D=M^{-1/2}C^TKCM^{-1/2}$, where $M$ holds the masses and $K$ the positive spring constants, for an unstressed reference state. The model of methylsilsesquioxane has $F=84$, $B=80$ and eight units, each with ten constraints and at least one self-stress.

The same result follows by building the network up from loose atoms. This route uses neither the rank of $C$ nor its nullity theorem, and it shows what each bond does when it is added.

### What one more bond does

With no bonds, every displacement is a zero mode and there is nothing to carry tension. Then $N_0=F$, $N_s=0$ and $N_0-N_s=F$.

Suppose that some bonds are in place, with matrix $C$. A new bond has the extension $c\cdot u$, where the column $c$ holds $-n$ for one end and $+n$ for the other. If it carries tension $s$ while the old bonds carry $t$, balance on all atoms requires

$$
C^Tt+s\,c=0 .
$$

There are two cases.

**Some existing zero mode stretches the new bond.** Scale that mode so that $c\cdot z_1=1$. Any old zero mode $z$ can be written as

$$
z=(c\cdot z)\,z_1+\big[z-(c\cdot z)\,z_1\big],
$$

and the bracket leaves the new bond unstretched. One direction, $z_1$, is lost and the rest survive, so $N_0$ falls by one. No new self-stress appears. Taking the product of the balance condition with $z_1$ gives $t\cdot Cz_1+s\,c\cdot z_1=s=0$. The new bond carries no tension in any self-stress, and $N_s$ is unchanged.

**No existing zero mode stretches the new bond.** Then all the old zero modes survive and $N_0$ is unchanged. To find the self-stress, imagine a jack in place of the new bond, pushing its two ends apart with unit force. Give the old bonds unit spring constants for the purpose of the argument. The energy, including the work of the jack, is

$$
\Phi(u)=\tfrac12|Cu|^2-c\cdot u .
$$

Split $u$ into a zero mode and a part $w$ perpendicular to all zero modes. The zero mode contributes to neither term, since it stretches neither the old bonds nor the new one. If $w$ can differ from zero, then $|Cw|^2$ is positive for every such $w$, and on the vectors of unit length it has a smallest value $\mu>0$. Therefore

$$
\Phi\ge\tfrac12\mu|w|^2-|c||w| ,
$$

which grows without limit as $|w|$ grows. The continuous function $\Phi$ must have a minimum at some finite $w$. There its derivative vanishes,

$$
C^TCw-c=0 .
$$

If no nonzero $w$ exists, every displacement is a zero mode, $c$ must vanish, and the equation holds with $w=0$. In either case the old bonds respond with tensions $t=Cw$ that satisfy $C^Tt=c$. Together with $s=-1$ in the new bond, they balance on every atom.

This adds one self-stress and no more. Any other self-stress of the enlarged network has some value $s$ in the new bond. Adding $s$ times the one just found makes that value zero, and what remains is a self-stress of the old network. Hence $N_s$ rises by one.

In both cases $N_0-N_s$ falls by one. After $B$ bonds it has fallen from $F$ to $F-B$:

$$
N_0-N_s=F-B .
$$

Which bond is called redundant depends on the order of building. In the overbraced square, whichever of the six bonds comes last is the redundant one. The final $N_0$ and $N_s$ do not depend on the order, because they are properties of the complete matrix.

There is a related rule for removing bonds. If a self-stress has $t_b\neq0$, then $0=t\cdot Cu=\sum_at_ae_a$ gives

$$
e_b=-\sum_{a\ne b}\frac{t_a}{t_b}\,e_a .
$$

When the other extensions vanish, so does $e_b$. Bond $b$ can be taken out without freeing any motion.

Two independent derivations have shown that $N_0-N_s=F-B$, so that, for given $F$ and $B$, each additional self-stress goes with one additional zero mode. It remains to check the count numerically on the silsesquioxane cell, and to see what the derivations assume and how tension and weak forces affect the floppy modes.
